# Why lithium can slow and chromium can speed nickel oxidation: a program that tests the result

```python
"""
Result under test: in a cation-deficient oxide scale with doubly charged
vacancies and mobile holes, Li(+1) lowers and Cr(+3) raises the parabolic
rate constant k, where X^2 = 2 k t and
    k / D_v = F = [3 v - A ln p] taken from the metal side to the gas side.
Symbols (fractions per cation site):
  v, p   vacancy and hole fractions;  A = [Li] - [Cr], net dopant
  kappa  = v p^2 = sqrt(P) exp(-G/T);  P oxygen pressure / reference
  G      free energy to form one vacancy and two holes at P = 1
  r      = D_h / D_v, hole over vacancy diffusivity
  t_h    = r p / (r p + 4 v), hole share of the conductivity
Energies in eV, lengths in angstrom, times in seconds.
The parameters are round model values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

T = 0.11
G = 2.9
P_GAS, P_METAL = 1.0, 1e-10
D_V = 1e9
TIME = 1e5
DOPING = 1e-4
CASES = {"undoped": 0.0, "Li": DOPING, "Cr": -DOPING}


def kappa_of(pressure):
    return np.sqrt(pressure) * np.exp(-G / T)


K_GAS, K_METAL = kappa_of(P_GAS), kappa_of(P_METAL)


def defects(A, kappa):
    """Vacancy and hole fractions from mass action plus neutrality."""
    high = 1.01 * (max(A, 0.0) + (2 * kappa) ** (1 / 3))
    p = brentq(lambda h: h * h * (h - A) - 2 * kappa, 0.0, high,
               xtol=1e-30, rtol=1e-14)
    return kappa / p**2, p


def closed_F(A):
    v1, p1 = defects(A, K_GAS)
    v0, p0 = defects(A, K_METAL)
    return 3 * (v1 - v0) - A * np.log(p1 / p0)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(100)


def integral_F(A, r=np.inf):
    """Quadrature of v t_h over ln(kappa)."""
    a, b = np.log(K_METAL), np.log(K_GAS)
    total = 0.0
    for node, weight in zip(NODES, WEIGHTS):
        v, p = defects(A, np.exp(0.5 * (a + b) + 0.5 * (b - a) * node))
        total += weight * v / (1 + 4 * v / (r * p))
    return 0.5 * (b - a) * total


def lattice_vacancies(A, pressure):
    """Minimize the lattice free energy, including site exclusion."""
    v_min = max(0.0, -A / 2)

    def mixing(c):
        return c * np.log(c) + (1 - c) * np.log1p(-c)

    def free_energy(y):
        extra = np.exp(y)
        v = v_min + extra
        p = 2 * extra + max(A, 0.0)
        return mixing(v) + mixing(p) + v * (G / T - 0.5 * np.log(pressure))

    best = minimize_scalar(free_energy, bounds=(-25, -5), method="bounded",
                           options={"xatol": 1e-10, "maxiter": 500})
    return v_min + np.exp(best.x)


def transport_F(A, r, guess):
    """Shoot the coupled vacancy and hole equations at zero net current.
    Unit thickness and D_v = 1; x runs from metal to gas."""
    p0, p1 = defects(A, K_METAL)[1], defects(A, K_GAS)[1]

    def mismatch(flux):
        def slope(x, y):
            p = np.exp(y[0])
            v = (p - A) / 2
            # unknowns: dv/dx, dp/dx, d(potential/T)/dx
            matrix = np.array([[1, 0, -2 * v], [0, 1, p], [-2, 1, 0]])
            dp = np.linalg.solve(matrix, np.array([flux, 2 * flux / r, 0]))[1]
            return [dp / p]
        run = solve_ivp(slope, (0, 1), [np.log(p0)], method="LSODA",
                        rtol=1e-9, atol=1e-11)
        assert run.success
        return run.y[0, -1] - np.log(p1)

    return brentq(mismatch, 0.5 * guess, 2 * guess, rtol=1e-9, xtol=1e-16)


def moving_boundary_F(A, guess):
    """Self-similar growth that keeps vacancy storage in the scale.
    Only the vacancy content of freshly added oxide is neglected."""
    p0, p1 = defects(A, K_METAL)[1], defects(A, K_GAS)[1]

    def mismatch(k):
        def slope(eta, y):
            p, q = np.exp(y[0]), y[1]
            v = (p - A) / 2
            diffusivity = 1 + 4 * v / p
            return [2 * q / (p * diffusivity), -eta * k * q / diffusivity]
        run = solve_ivp(slope, (1, 0), [np.log(p1), k], method="LSODA",
                        rtol=1e-10, atol=1e-14)
        assert run.success
        return run.y[0, -1] - np.log(p0)

    return brentq(mismatch, 0.98 * guess, 1.02 * guess,
                  rtol=1e-10, xtol=1e-16)


def relative(a, b):
    return abs(a / b - 1)


# Equilibrium: dilute law against the lattice free energy.
# Site exclusion alters the result by about the defect fraction.
error_equilibrium = max(
    relative(lattice_vacancies(A, P), defects(A, kappa_of(P))[0])
    for A in CASES.values() for P in (P_GAS, P_METAL))
assert error_equilibrium < 1e-3

# Response of vacancies and of the rate to a small change of doping.
step = 1e-7
vacancy_response = {}
for name, A in CASES.items():
    v, p = defects(A, K_GAS)
    numeric = (defects(A + step, K_GAS)[0]
               - defects(A - step, K_GAS)[0]) / (2 * step)
    assert relative(numeric, -2 * v / (p + 4 * v)) < 1e-5
    vacancy_response[name] = numeric
    numeric_F = (integral_F(A + step) - integral_F(A - step)) / (2 * step)
    p_metal = defects(A, K_METAL)[1]
    # Finite-difference error is largest where p_metal is small.
    assert relative(numeric_F, -np.log(p / p_metal)) < 1e-3
    if name == "undoped":
        rate_response = numeric_F
assert relative(vacancy_response["undoped"], -1 / 3) < 1e-5

# Closed form, flux integral, coupled transport and moving boundary.
SLOW_HOLES = 0.01
FAST_HOLES = 1e6
F, F_slow = {}, {}
error_transport = error_storage = error_fast = 0.0
for name, A in CASES.items():
    F[name] = closed_F(A)
    assert relative(F[name], integral_F(A)) < 1e-7
    for r in (FAST_HOLES, 1.0, SLOW_HOLES):
        expected = integral_F(A, r)
        found = transport_F(A, r, expected)
        error_transport = max(error_transport, relative(found, expected))
    F_slow[name] = found
    error_fast = max(error_fast, relative(integral_F(A, FAST_HOLES), F[name]))
    error_storage = max(error_storage,
                        relative(moving_boundary_F(A, F[name]), F[name]))
assert error_transport < 1e-5
assert error_fast < 1e-3
assert error_storage < 1e-3      # storage matters at the order of v

# Direction of the effect, over a wide doping range, and its reversal.
scan = [integral_F(A) for A in np.linspace(-1e-3, 1e-3, 21)]
assert np.all(np.diff(scan) < 0)
assert F["Li"] < F["undoped"] < F["Cr"]
assert F_slow["Li"] > F_slow["undoped"] > F_slow["Cr"]

# Heavy-doping limits; corrections are a few percent at this doping.
HEAVY = 1e-3
limit_Li = (K_GAS - K_METAL) / HEAVY**2
limit_Cr = HEAVY / 4 * np.log(P_GAS / P_METAL)
heavy_Li, heavy_Cr = integral_F(HEAVY), integral_F(-HEAVY)
assert relative(limit_Li, heavy_Li) < 0.03
assert relative(limit_Cr, heavy_Cr) < 0.03

to_cm2 = (constants.angstrom / constants.centi) ** 2
to_micron = constants.angstrom / constants.micro
print(f"thermal energy T = {T} eV")
print(f"defect formation free energy G = {G} eV")
print(f"oxygen pressure, gas side = {P_GAS:g} (relative)")
print(f"oxygen pressure, metal side = {P_METAL:g} (relative)")
print(f"vacancy diffusivity D_v = {D_V:.1e} angstrom^2/s")
print(f"growth time = {TIME:.1e} s")
print(f"dopant site fraction = {DOPING:.1e}")
print(f"kappa, gas side = {K_GAS:.4e} (dimensionless)")
print(f"kappa, metal side = {K_METAL:.4e} (dimensionless)")
for name, A in CASES.items():
    v1, p1 = defects(A, K_GAS)
    v0, p0 = defects(A, K_METAL)
    k = D_V * F[name]
    X = np.sqrt(2 * k * TIME)
    print(f"{name}: gas side v = {v1:.4e}, p = {p1:.4e} (site fractions)")
    print(f"{name}: metal side v = {v0:.4e}, p = {p0:.4e} (site fractions)")
    print(f"{name}: dv/dA at gas side = {vacancy_response[name]:.4f}")
    print(f"{name}: F = {F[name]:.4e} (dimensionless)")
    print(f"{name}: k = {k:.4e} angstrom^2/s = {k * to_cm2:.4e} cm^2/s")
    print(f"{name}: thickness = {X:.4e} angstrom = {X * to_micron:.2f} micron")
    print(f"{name}: k / k(undoped) = {F[name] / F['undoped']:.4f}")
print(f"undoped: dF/dA = {rate_response:.4f} (dimensionless)")
for c in (1e-5, HEAVY):
    print(f"dopant {c:.0e}: k ratio Li = {closed_F(c) / F['undoped']:.4f}, "
          f"Cr = {closed_F(-c) / F['undoped']:.4f}")
print(f"dopant {HEAVY:.0e}, Li: F = {heavy_Li:.4e}, limit = {limit_Li:.4e}")
print(f"dopant {HEAVY:.0e}, Cr: F = {heavy_Cr:.4e}, limit = {limit_Cr:.4e}")
print(f"fast holes: D_h/D_v = {FAST_HOLES:.0e}")
print(f"fast holes: largest relative change of k = {error_fast:.1e}")
print(f"slow holes: D_h/D_v = {SLOW_HOLES}")
for name in CASES:
    print(f"slow holes, {name}: F = {F_slow[name]:.4e}, "
          f"ratio to undoped = {F_slow[name] / F_slow['undoped']:.4f}")
print(f"largest relative error, equilibrium = {error_equilibrium:.1e}")
print(f"largest relative error, transport = {error_transport:.1e}")
print(f"largest relative effect of vacancy storage = {error_storage:.1e}")
print("PASS")
```

It prints:

```
thermal energy T = 0.11 eV
defect formation free energy G = 2.9 eV
oxygen pressure, gas side = 1 (relative)
oxygen pressure, metal side = 1e-10 (relative)
vacancy diffusivity D_v = 1.0e+09 angstrom^2/s
growth time = 1.0e+05 s
dopant site fraction = 1.0e-04
kappa, gas side = 3.5516e-12 (dimensionless)
kappa, metal side = 3.5516e-17 (dimensionless)
undoped: gas side v = 9.6114e-05, p = 1.9223e-04 (site fractions)
undoped: metal side v = 2.0707e-06, p = 4.1414e-06 (site fractions)
undoped: dv/dA at gas side = -0.3333
undoped: F = 2.8213e-04 (dimensionless)
undoped: k = 2.8213e+05 angstrom^2/s = 2.8213e-11 cm^2/s
undoped: thickness = 2.3754e+05 angstrom = 23.75 micron
undoped: k / k(undoped) = 1.0000
Li: gas side v = 6.5993e-05, p = 2.3199e-04 (site fractions)
Li: metal side v = 3.5510e-09, p = 1.0001e-04 (site fractions)
Li: dv/dA at gas side = -0.2661
Li: F = 1.1382e-04 (dimensionless)
Li: k = 1.1382e+05 angstrom^2/s = 1.1382e-11 cm^2/s
Li: thickness = 1.5088e+05 angstrom = 15.09 micron
Li: k / k(undoped) = 0.4034
Cr: gas side v = 1.3201e-04, p = 1.6402e-04 (site fractions)
Cr: metal side v = 5.0420e-05, p = 8.3928e-07 (site fractions)
Cr: dv/dA at gas side = -0.3815
Cr: F = 7.7230e-04 (dimensionless)
Cr: k = 7.7230e+05 angstrom^2/s = 7.7230e-11 cm^2/s
Cr: thickness = 3.9301e+05 angstrom = 39.30 micron
Cr: k / k(undoped) = 2.7374
undoped: dF/dA = -3.8376 (dimensionless)
dopant 1e-05: k ratio Li = 0.8803, Cr = 1.1467
dopant 1e-03: k ratio Li = 0.0125, Cr = 20.6955
dopant 1e-03, Li: F = 3.5267e-06, limit = 3.5515e-06
dopant 1e-03, Cr: F = 5.8388e-03, limit = 5.7565e-03
fast holes: D_h/D_v = 1e+06
fast holes: largest relative change of k = 3.5e-05
slow holes: D_h/D_v = 0.01
slow holes, undoped: F = 1.4036e-06, ratio to undoped = 1.0000
slow holes, Li: F = 2.3499e-06, ratio to undoped = 1.6742
slow holes, Cr: F = 9.8118e-07, ratio to undoped = 0.6990
largest relative error, equilibrium = 2.5e-04
largest relative error, transport = 7.7e-08
largest relative effect of vacancy storage = 4.5e-05
PASS
```
